# The Triangular-Well Sum Rule and the Spacing of Airy Zeros: a program that tests the result

```python
# Result under test: for the zeros -a_k of the Airy function Ai,
#     sum over k >= 2 of 1/(a_k - a_1)^3 = 1/4,
# which follows from the oscillator-strength sum rule for an electron of mass m
# in the potential e F z (z > 0) with a hard wall at z = 0.
# Scaled problem: h = -d^2/dx^2 + x, x = z/l, l^3 = hbar^2/(2 m e F),
# u_n = Ai(x - a_n)/Ai'(-a_n), E_n = e F l a_n.
# Device part: energies in eV, lengths in nm, fields in V/nm.
import numpy as np
import mpmath
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy

# ---------- Airy zeros: asymptotic start, Newton refinement ----------
n_zeros = 2000
index = np.arange(1, n_zeros + 1)


def asymptotic_zero(k):
    t = 3 * np.pi * (4 * k - 1) / 8
    return t ** (2 / 3) * (1 + 5 / (48 * t**2) - 5 / (36 * t**4))


a = asymptotic_zero(index)
for _ in range(5):
    ai, aip, _, _ = airy(-a)
    a = a + ai / aip
for k in (1, 2, 7, 100, 2000):
    assert abs(a[k - 1] + float(mpmath.airyaizero(k))) < 1e-9

# ---------- matrix elements by quadrature of the wavefunctions ----------
nodes, weights = np.polynomial.legendre.leggauss(400)
x = 15 * (nodes + 1)
w = 15 * weights
n_states = 8
u = np.array([airy(x - a[k])[0] / airy(-a[k])[1] for k in range(n_states)])
du = np.array([airy(x - a[k])[1] / airy(-a[k])[1] for k in range(n_states)])
overlap = (u * w) @ u.T
position = (u * w * x) @ u.T
derivative = (u * w) @ du.T
assert np.allclose(overlap, np.eye(n_states), atol=1e-9)
for m in range(n_states):
    assert abs(position[m, m] - 2 * a[m] / 3) < 1e-8
    for n in range(n_states):
        if m != n:
            gap = a[m] - a[n]
            assert abs(derivative[m, n] - 1 / gap) < 1e-8
            assert abs(position[m, n] + 2 / gap**2) < 1e-8
# energy form of x*u_n, from its definition, must equal one
for n in range(n_states):
    slope = u[n] + x * du[n]
    form = np.sum(w * (slope**2 + (x - a[n]) * (x * u[n]) ** 2))
    assert abs(form - 1) < 1e-8


# ---------- the sum of inverse cubes, with an integral for the tail ----------
def cube_sum(n):
    others = np.delete(a, n)
    partial = np.sum(1 / (others - a[n]) ** 3)
    edge = asymptotic_zero(n_zeros + 0.5)
    # zero density sqrt(s)/pi, with s = edge/v^2
    tail = quad(lambda v: 2 * edge**1.5 / np.pi * v**2
                / (edge - a[n] * v**2) ** 3, 0, 1, epsabs=1e-15)[0]
    return partial, tail


sums = [cube_sum(n) for n in range(3)]
for partial, tail in sums:
    assert abs(partial + tail - 0.25) < 1e-9
assert sums[0][0] < 0.25
simple_tail = 4 / (9 * np.pi**2 * n_zeros)
assert abs(simple_tail / sums[0][1] - 1) < 0.03

print("Airy zeros a1..a6:", " ".join(f"{v:.6f}" for v in a[:6]))
running = 0.0
for k in range(1, 6):
    term = 1 / (a[k] - a[0]) ** 3
    running += term
    print(f"k={k+1}: gap {a[k]-a[0]:.6f}, inverse cube {term:.6f}, "
          f"sum {running:.6f}, strength {4*term:.5f}")
for count in (10, 100, n_zeros):
    print(f"partial sum, zeros up to k={count}: "
          f"{np.sum(1/(a[1:count]-a[0])**3):.8f}")
print(f"tail beyond k={n_zeros}: integral {sums[0][1]:.4e}, "
      f"simple estimate {simple_tail:.4e}")
for n in range(3):
    print(f"sum plus tail measured from state {n+1}: {sum(sums[n]):.10f}")

# ---------- worked example: round model parameters ----------
mass, mass_light = 0.9, 0.2          # units of the electron mass
field = 0.05                         # V/nm
eps_semi, eps_oxide = 12.0, 3.9
sheet = 0.01                         # inversion electrons per nm^2
acceptors = 5e-4                     # per nm^3
barrier, mass_oxide, oxide_nm = 3.1, 0.5, 3.0
mobility = 500.0                     # cm^2/(V s)
temperature = 300.0                  # K
rough_breakdown = 10.0               # MV/cm, rough value for a thin oxide

kin0 = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
kin = kin0 / mass
charge_field = const.e / const.epsilon_0 * 1e9  # V nm for one e per nm^2
length = (kin / field) ** (1 / 3)
scale = field * length
E = scale * a


def grid_levels(inv_mass_links, potential, step, count):
    hop = kin0 * inv_mass_links / step**2
    values, vectors = eigh_tridiagonal(
        hop[:-1] + hop[1:] + potential, -hop[1:-1],
        select="i", select_range=(0, count - 1))
    return values, vectors / np.sqrt(step)


step = 0.005
z = step * np.arange(1, 5000)
links = np.full(len(z) + 1, 1 / mass)
E_grid, psi = grid_levels(links, field * z, step, 3)
assert np.allclose(E_grid, E[:3], rtol=1e-4)
gap21 = E[1] - E[0]
dipole = 2 * length / (a[1] - a[0]) ** 2
dipole_grid = abs(np.sum(psi[:, 0] * z * psi[:, 1]) * step)
assert abs(dipole_grid / dipole - 1) < 1e-3
strength = gap21 * dipole**2 / kin
assert abs(strength - 4 / (a[1] - a[0]) ** 3) < 1e-10
mean_depth = 2 * a[0] * length / 3

print("Model: round values, rough regime of a silicon (100) inversion layer")
print(f"normal mass {mass} m_e, light mass {mass_light} m_e, "
      f"field {field*10:.2f} MV/cm")
print(f"relative permittivity: semiconductor {eps_semi}, oxide {eps_oxide}")
print(f"length scale {length:.4f} nm, energy scale {scale*1e3:.3f} meV")
print("E1, E2, E3:", " ".join(f"{v*1e3:.2f}" for v in E[:3]), "meV")
print(f"E2-E1 {gap21*1e3:.2f} meV, mean depth {mean_depth:.3f} nm")
print(f"dipole length |z21| {dipole:.4f} nm, strength f21 {strength:.5f}")

# ---------- inversion charge: self-consistent Hartree potential ----------
sheet_field = charge_field * sheet / eps_semi


def enclosed(density, spacing):
    return (np.cumsum(density) - density / 2) * spacing


potential = field * z
for _ in range(80):
    E_sc, psi_sc = grid_levels(links, potential, step, 2)
    inside = enclosed(psi_sc[:, 0] ** 2, step)
    target = field * z - sheet_field * enclosed(inside, step)
    change = np.max(np.abs(target - potential))
    potential = potential + 0.6 * (target - potential)
    if change < 1e-9:
        break
assert change < 1e-8
gap_sc = E_sc[1] - E_sc[0]
dip_sc = np.sum(psi_sc[:, 0] * z * psi_sc[:, 1]) * step
strength_sc = gap_sc * dip_sc**2 / kin
# all strengths in the self-consistent potential, on a coarser full grid
coarse = 0.03
zc = coarse * np.arange(1, 801)
hop = kin / coarse**2
Ec, vc = eigh_tridiagonal(2 * hop + np.interp(zc, z, potential),
                          np.full(len(zc) - 1, -hop))
total_sc = np.sum((Ec - Ec[0]) * (vc.T @ (zc * vc[:, 0])) ** 2) / kin
assert abs(total_sc - 1) < 2e-3  # grid error is of order (step * wavenumber)^2
print(f"inversion density {sheet*1e14:.2e} cm^-2, "
      f"its field {sheet_field*10:.3f} MV/cm")
print(f"self-consistent: E1 {E_sc[0]*1e3:.2f} meV, E2-E1 {gap_sc*1e3:.2f} meV")
print(f"self-consistent: f21 {strength_sc:.4f}, total strength {total_sc:.4f}")

# ---------- acceptor charge ----------
depletion = field * eps_semi / charge_field - sheet
assert depletion > 0
width = depletion / acceptors
bending = charge_field * depletion * width / (2 * eps_semi)
drop = charge_field * acceptors * mean_depth / eps_semi
print(f"acceptors {acceptors*1e21:.1e} cm^-3, depletion width {width:.1f} nm, "
      f"bending {bending:.3f} eV")
print(f"acceptor field drop over mean depth {drop*10:.4f} MV/cm")


# ---------- finite oxide barrier ----------
def matching(s):
    ai_s, aip_s, _, _ = airy(-s)
    kappa = np.sqrt((barrier - scale * s) * mass_oxide / kin0)
    return mass_oxide * aip_s - kappa * length * mass * ai_s


E_soft = np.array([scale * brentq(matching, a[k] - 0.3, a[k])
                   for k in range(2)])
node = np.arange(-399, 4000)
link_mid = np.arange(-400, 4000) + 0.5
soft_links = np.where(link_mid < 0, 1 / mass_oxide, 1 / mass)
soft_pot = np.where(node < 0, barrier, field * step * node)
soft_pot[node == 0] = barrier / 2
E_check, _ = grid_levels(soft_links, soft_pot, step, 2)
assert np.max(np.abs(E_check - E_soft)) < 5e-5
shift = (E_soft - E[:2]) * 1e3
oxide_field = field * eps_semi / eps_oxide
exponent = 2 * quad(lambda s: np.sqrt(
    (barrier - E[0] - oxide_field * s) * mass_oxide / kin0), 0, oxide_nm)[0]
print(f"oxide barrier {barrier} eV, oxide mass {mass_oxide} m_e, "
      f"thickness {oxide_nm} nm")
print(f"finite barrier shifts: E1 {shift[0]:.2f}, E2 {shift[1]:.2f}, "
      f"E2-E1 {shift[1]-shift[0]:.3f} meV")
print(f"WKB tunnelling factor through oxide: {np.exp(-exponent):.2e}")
print(f"oxide field {oxide_field*10:.2f} MV/cm, "
      f"rough breakdown {rough_breakdown:.0f} MV/cm")

# ---------- image force: continuity of potential and displacement ----------
image, _ = np.linalg.solve(
    np.array([[1 / eps_semi, -1 / eps_oxide], [1.0, 1.0]]),
    np.array([-1 / eps_semi, 1.0]))
image_pot = image * charge_field / (16 * np.pi * eps_semi * z)
image_shift = [np.sum(psi[:, k] ** 2 * image_pot) * step * 1e3
               for k in range(2)]
print(f"image charge fraction {image:.4f}; first-order shifts: "
      f"E1 {image_shift[0]:.2f}, E2 {image_shift[1]:.2f} meV")

# ---------- depolarisation of the 1-2 transition ----------
transition = psi[:, 0] * psi[:, 1]
kernel_length = np.sum(enclosed(transition, step) ** 2) * step
zs, ts = z[7::8], transition[7::8]
direct = -0.5 * ts @ np.abs(zs[:, None] - zs[None, :]) @ ts * (8 * step) ** 2
assert abs(direct / kernel_length - 1) < 5e-3
K = sheet_field * kernel_length
collective = np.max(np.linalg.eigvals(
    np.array([[gap21 + K, K], [-K, -gap21 - K]])).real)
assert abs(collective**2 - gap21**2 - 2 * gap21 * K) < 1e-12
print(f"depolarisation: K {K*1e3:.3f} meV, "
      f"resonance {collective*1e3:.2f} meV")

# ---------- temperature, degeneracy and anisotropic mass ----------
kT = const.k * temperature / const.e
E_other = E[:30] * (mass / mass_light) ** (1 / 3)
dos_main = 2 * mass_light / (2 * np.pi * kin0)
dos_other = 4 * np.sqrt(mass * mass_light) / (2 * np.pi * kin0)


def populations(mu):
    return (dos_main * kT * np.logaddexp(0, (mu - E[:30]) / kT),
            dos_other * kT * np.logaddexp(0, (mu - E_other) / kT))


mu = brentq(lambda m: sum(p.sum() for p in populations(m)) - sheet, -1, 1)
main, other = populations(mu)
edge_occupation = 1 / (1 + np.exp((E[0] - mu) / kT))
print(f"thermal energy at {temperature:.0f} K: {kT*1e3:.2f} meV; "
      f"other ladder starts at {E_other[0]*1e3:.2f} meV")
print(f"population shares: ground {main[0]/sheet:.3f}, "
      f"second {main[1]/sheet:.3f}, other ladder {other.sum()/sheet:.3f}")
print(f"occupation at the ground subband edge: {edge_occupation:.3f}")

# ---------- collision broadening ----------
lifetime = mobility * 1e-4 * mass_light * const.m_e / const.e
broadening = const.hbar / lifetime / const.e
print(f"mobility {mobility:.0f} cm2/Vs: scattering time {lifetime*1e15:.1f} fs, "
      f"broadening {broadening*1e3:.2f} meV")
print("all good")
```

Output:

```
Airy zeros a1..a6: 2.338107 4.087949 5.520560 6.786708 7.944134 9.022651
k=2: gap 1.749842, inverse cube 0.186639, sum 0.186639, strength 0.74656
k=3: gap 3.182452, inverse cube 0.031025, sum 0.217665, strength 0.12410
k=4: gap 4.448601, inverse cube 0.011359, sum 0.229023, strength 0.04543
k=5: gap 5.606026, inverse cube 0.005676, sum 0.234699, strength 0.02270
k=6: gap 6.684543, inverse cube 0.003348, sum 0.238047, strength 0.01339
partial sum, zeros up to k=10: 0.24376727
partial sum, zeros up to k=100: 0.24951784
partial sum, zeros up to k=2000: 0.24997727
tail beyond k=2000: integral 2.2727e-05, simple estimate 2.2516e-05
sum plus tail measured from state 1: 0.2500000000
sum plus tail measured from state 2: 0.2500000000
sum plus tail measured from state 3: 0.2500000000
Model: round values, rough regime of a silicon (100) inversion layer
normal mass 0.9 m_e, light mass 0.2 m_e, field 0.50 MV/cm
relative permittivity: semiconductor 12.0, oxide 3.9
length scale 0.9460 nm, energy scale 47.301 meV
E1, E2, E3: 110.60 193.37 261.13 meV
E2-E1 82.77 meV, mean depth 1.475 nm
dipole length |z21| 0.6179 nm, strength f21 0.74656
inversion density 1.00e+12 cm^-2, its field 0.151 MV/cm
self-consistent: E1 105.10 meV, E2-E1 68.17 meV
self-consistent: f21 0.7190, total strength 0.9997
acceptors 5.0e+17 cm^-3, depletion width 46.3 nm, bending 0.809 eV
acceptor field drop over mean depth 0.0111 MV/cm
oxide barrier 3.1 eV, oxide mass 0.5 m_e, thickness 3.0 nm
finite barrier shifts: E1 -4.40, E2 -4.44, E2-E1 -0.038 meV
WKB tunnelling factor through oxide: 2.12e-16
oxide field 1.54 MV/cm, rough breakdown 10 MV/cm
image charge fraction 0.5094; first-order shifts: E1 13.49, E2 9.40 meV
depolarisation: K 2.329 meV, resonance 85.07 meV
thermal energy at 300 K: 25.85 meV; other ladder starts at 182.59 meV
population shares: ground 0.750, second 0.033, other ladder 0.214
occupation at the ground subband edge: 0.159
mobility 500 cm2/Vs: scattering time 56.9 fs, broadening 11.58 meV
all good
```
